# Does 4V/S give the Casimir length of every wire?: verification in Python

```python
"""
Casimir length of a long wire with fully diffuse walls and no inner scattering.
Definition: kappa = C v Lam / 3, with Lam = 3 < l cos(theta)^2 >, where l is the
distance back to the wall, theta the angle to the axis, and the average runs over
interior points and isotropic directions.
Result under test: Lam / (4A/P) = (3 pi^2/32) <s^2>/<s>^2, where A is the area,
P the perimeter and s the chord cut from the cross-section by a random line.
Disc: Lam = D = 4A/P.  Square of side w: Lam = 1.115 w, but 4A/P = w.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.stats import qmc

pi = np.pi


# ---------- geometry of convex polygons (vertices counterclockwise) ----------
def edges(vertices):
    step = np.roll(vertices, -1, axis=0) - vertices
    normal = np.column_stack([step[:, 1], -step[:, 0]])
    normal /= np.linalg.norm(step, axis=1)[:, None]
    return normal, np.sum(normal * vertices, axis=1)


def area_perimeter(vertices):
    nxt = np.roll(vertices, -1, axis=0)
    cross = vertices[:, 0] * nxt[:, 1] - vertices[:, 1] * nxt[:, 0]
    return 0.5 * cross.sum(), np.linalg.norm(nxt - vertices, axis=1).sum()


def exit_distance(vertices, points, directions):
    normal, offset = edges(vertices)
    best = np.full(len(points), np.inf)
    for n, h in zip(normal, offset):
        speed = directions @ n
        ahead = speed > 1e-14
        dist = (h - points @ n) / np.where(ahead, speed, 1.0)
        best = np.where(ahead, np.minimum(best, dist), best)
    return best


def rectangle(a, b):
    return np.array([[0, 0], [a, 0], [a, b], [0, b]], float)


# ---------- Lam from its definition: interior points, 3D directions ----------
def transport_average(in_plane_distance, theta):
    path = in_plane_distance / np.sin(theta)
    solid_angle_weight = np.sin(theta) * pi / 2     # theta sampled uniformly
    return 3 * np.mean(path * np.cos(theta)**2 * solid_angle_weight)


def lam_polygon(vertices):
    u = qmc.Sobol(4, seed=1).random_base2(17)
    low, high = vertices.min(axis=0), vertices.max(axis=0)
    points = low + u[:, :2] * (high - low)
    normal, offset = edges(vertices)
    inside = np.all(points @ normal.T < offset, axis=1)
    points, u = points[inside], u[inside]
    phi = 2 * pi * u[:, 3]
    directions = np.column_stack([np.cos(phi), np.sin(phi)])
    theta = pi * (u[:, 2] * (1 - 2e-9) + 1e-9)
    return transport_average(exit_distance(vertices, points, directions), theta)


def lam_disc_numeric(diameter):
    u = qmc.Sobol(3, seed=2).random_base2(17)
    radius = diameter / 2
    r = radius * np.sqrt(u[:, 0])
    phi = 2 * pi * u[:, 1]
    dist = -r * np.cos(phi) + np.sqrt(radius**2 - (r * np.sin(phi))**2)
    return transport_average(dist, pi * (u[:, 2] * (1 - 2e-9) + 1e-9))


# ---------- chord moments of random lines in the plane ----------
def chord_moments(vertices):
    centre = vertices.mean(axis=0)
    reach = np.linalg.norm(vertices - centre, axis=1).max()
    p = reach * (2 * (np.arange(2000) + 0.5) / 2000 - 1)
    chords = []
    for phi in (np.arange(400) + 0.5) * pi / 400:
        d = np.array([np.cos(phi), np.sin(phi)])
        points = centre + p[:, None] * np.array([-d[1], d[0]])
        forward = exit_distance(vertices, points, np.tile(d, (2000, 1)))
        backward = exit_distance(vertices, points, np.tile(-d, (2000, 1)))
        chord = forward + backward
        chords.append(chord[chord > 0])
    chords = np.concatenate(chords)
    return chords.mean(), np.mean(chords**2)


# ---------- flights emitted from the wall by Lambert's law ----------
def wall_flights(shape):
    u = qmc.Sobol(3, seed=3).random_base2(17)
    theta = pi * (u[:, 0] * (1 - 2e-9) + 1e-9)
    phi = pi * (u[:, 1] - 0.5)                       # in-plane angle to normal
    weight = np.sin(theta)**2 * np.cos(phi)
    if shape == "disc":
        s = np.cos(phi)                              # unit diameter
    else:
        start = np.column_stack([u[:, 2], np.zeros(len(u))])
        s = exit_distance(rectangle(1, 1), start,
                          np.column_stack([np.sin(phi), np.cos(phi)]))
    flight = s / np.sin(theta)
    mean = np.average(flight, weights=weight)
    axial2 = np.average((flight * np.cos(theta))**2, weights=weight)
    return mean, axial2


# ---------- derived closed form ----------
def lam_rectangle(a, b):
    return (0.75 * (a * np.arcsinh(b / a) + b * np.arcsinh(a / b))
            + (a**3 + b**3 - (a * a + b * b)**1.5) / (4 * a * b))


lam_square = 1.5 * (np.log(1 + np.sqrt(2)) - (np.sqrt(2) - 1) / 3)
disc_num = lam_disc_numeric(1.0)
square_num = lam_polygon(rectangle(1, 1))
assert abs(disc_num - 1) < 3e-3
assert abs(square_num - lam_square) < 3e-3
assert abs(lam_rectangle(1, 1) - lam_square) < 1e-12
rect_num = lam_polygon(rectangle(4, 1))
assert abs(rect_num / lam_rectangle(4, 1) - 1) < 4e-3

flight_disc, axial_disc = wall_flights("disc")
flight_sq, axial_sq = wall_flights("square")
assert abs(flight_disc - 1) < 3e-3 and abs(flight_sq - 1) < 3e-3
assert abs(1.5 * axial_disc / flight_disc - 1) < 4e-3
assert abs(1.5 * axial_sq / flight_sq - lam_square) < 4e-3

triangle = np.array([[0, 0], [1, 0], [0.5, np.sqrt(3) / 2]])
spread, rule_ratio = {}, {}
for name, shape in (("square", rectangle(1, 1)), ("4:1 rectangle", rectangle(4, 1)),
                    ("triangle", triangle)):
    area, perimeter = area_perimeter(shape)
    s1, s2 = chord_moments(shape)
    lam = lam_polygon(shape)
    assert abs(s1 / (pi * area / perimeter) - 1) < 4e-3
    spread[name] = s2 / s1**2
    rule_ratio[name] = lam / (4 * area / perimeter)
    assert abs(3 * pi**2 / 32 * spread[name] / rule_ratio[name] - 1) < 8e-3
    assert lam < 2 * np.sqrt(area / pi)              # equal-area disc is largest
disc_s1 = quad(lambda x: np.sqrt(1 - x * x), 0, 1)[0]
disc_s2 = quad(lambda x: 1 - x * x, 0, 1)[0]
spread_disc = disc_s2 / disc_s1**2
assert abs(3 * pi**2 / 32 * spread_disc - 1) < 1e-7

ribbon = lam_rectangle(1000.0, 1.0)
ribbon_limit = 0.75 * (np.log(2000.0) + 0.5)
ribbon_rule = 4 * 1000.0 / (2 * 1001.0)
assert abs(ribbon / ribbon_limit - 1) < 1e-3


# ---------- circular wire with partly specular walls and inner scattering ----
def lam_disc_specular(diameter, bulk_path, minus_log_p):
    """minus_log_p(mu) = -ln(specularity), mu = cosine of incidence angle."""
    x, wx = np.polynomial.legendre.leggauss(300)
    x, wx = (x + 1) / 2, wx / 2
    theta, wt = pi / 2 * x**3, 1.5 * pi * x**2 * wx
    psi, wp = pi / 2 * x, pi / 2 * wx
    th, ps = np.meshgrid(theta, psi, indexing="ij")
    weight = np.outer(wt, wp * np.cos(psi)) * np.sin(th)**2
    chord = diameter * np.cos(ps) / np.sin(th)
    a = chord / bulk_path
    e = minus_log_p(np.sin(th) * np.cos(ps))
    loss = np.expm1(-e) * -np.expm1(-a) / (a * np.expm1(-e - a))
    path = bulk_path * (1 - loss)
    return 3 * np.sum(weight * chord * np.cos(th)**2 * path) / np.sum(weight * chord)


def diffuse(mu):
    return 700.0 + 0 * mu


assert abs(lam_disc_specular(1.0, 1e6, diffuse) - 1) < 1e-3
p_test = 0.05
p_gain = lam_disc_specular(1.0, 1e6, lambda mu: -np.log(p_test) + 0 * mu)
assert abs(p_gain - (1 + p_test) / (1 - p_test)) < 2e-3


# ---------- elastic anisotropy: cubic crystal, wire and faces along cube axes --
def lam_cubic(c11, c12, c44, density, grid):
    """Returns Lam of unit square and unit-diameter disc."""
    th = (np.arange(grid) + 0.5) * pi / (2 * grid)
    t, f = [g.ravel() for g in np.meshgrid(th, th, indexing="ij")]
    n = np.column_stack([np.sin(t) * np.cos(f), np.sin(t) * np.sin(f), np.cos(t)])
    m = (c12 + c44) * n[:, :, None] * n[:, None, :]
    for i in range(3):
        m[:, i, i] = c44 + (c11 - c44) * n[:, i]**2
    value, vector = np.linalg.eigh(m)
    flux_sq = flux_disc = norm = 0.0
    for j in range(3):
        c = np.sqrt(value[:, j] / density)           # phase speed
        e = vector[:, :, j]
        ne = np.sum(n * e, axis=1)[:, None]
        group = (n * (c11 * e**2 + c44 * (1 - e**2))
                 + (c12 + c44) * e * (ne - n * e)) / (density * c)[:, None]
        side = np.abs(group[:, :2])
        big, small = side.max(axis=1), side.min(axis=1)
        w = np.sin(t) / c**3 * group[:, 2]**2
        flux_sq += np.sum(w * (big - small / 3) / (2 * big**2))
        flux_disc += np.sum(w * 4 / (3 * pi) / np.hypot(big, small))
        norm += np.sum(np.sin(t) / c**2)
    return 3 * flux_sq / norm, 3 * flux_disc / norm


iso_sq, iso_disc = lam_cubic(160e9, 40e9, 60e9, 2330.0, 150)
assert abs(iso_sq - lam_square) < 5e-3 and abs(iso_disc - 1) < 5e-3
c11, c12, c44, density = 166e9, 64e9, 80e9, 2330.0   # rough values, silicon
cub_sq, cub_disc = lam_cubic(c11, c12, c44, density, 300)
coarse_sq, coarse_disc = lam_cubic(c11, c12, c44, density, 211)
assert abs(coarse_sq / cub_sq - 1) < 0.03
assert abs(coarse_disc / cub_disc - 1) < 0.03

# ---------- worked example: inputs in SI ----------
side, length, temperature, speed = 100e-9, 10e-6, 10.0, 6000.0
roughness, bulk_path, edge_frequency = 3e-9, 100e-6, 4.5e12
kB, hbar = const.k, const.hbar


def thermal(x):
    return x**2 * np.exp(-x) / np.expm1(-x)**2


q_thermal = kB * temperature / (hbar * speed)
heat_capacity = 2 * pi**2 / 5 * kB * q_thermal**3
mode_sum = 3 * kB * q_thermal**3 / (2 * pi**2) * quad(
    lambda x: x**2 * thermal(x), 1e-9, 60)[0]
assert abs(heat_capacity / mode_sum - 1) < 1e-6
lam_true = lam_square * side
kappa_true = heat_capacity * speed * lam_true / 3
kappa_rule = heat_capacity * speed * side / 3
conductance = kappa_true * side**2 / length
conductance_rule = kappa_rule * side**2 / length
conductance_disc = kappa_rule * pi * side**2 / 4 / length

x_peak = minimize_scalar(lambda x: -x**2 * thermal(x), bounds=(1, 8),
                         method="bounded").x
wavelength = 2 * pi / (x_peak * q_thermal)
beta = (4 * pi * roughness / wavelength)**2
end_effect = 4 * lam_true / (3 * length)
inner_loss = 1 - lam_disc_specular(side, bulk_path, diffuse) / side
gain = {}
for cut in (bulk_path, length):
    gain[cut] = (lam_disc_specular(side, cut, lambda mu: beta * mu**2)
                 / lam_disc_specular(side, cut, diffuse))
p_equal = (lam_square - 1) / (lam_square + 1)
x_edge = 2 * pi * edge_frequency * hbar / (kB * temperature)
dispersion = (quad(lambda x: thermal(x) * (x_edge * np.arcsin(x / x_edge))**2,
                   1e-9, x_edge)[0]
              / quad(lambda x: thermal(x) * x**2, 1e-9, 60)[0] - 1)
edge_modes = 4 / (side * 2 * pi / wavelength)

print("SHAPE (lengths in units of side w or diameter D)")
print(f"disc: Lam/D, ray average              {disc_num:.4f}")
print(f"square: Lam/w, ray average            {square_num:.4f}")
print(f"square: Lam/w, closed form            {lam_square:.5f}")
print(f"true length above 4V/S                {100*(lam_square-1):.2f} %")
print(f"4V/S below true length                {100*(1-1/lam_square):.2f} %")
print(f"mean flight, disc and square          {flight_disc:.4f} {flight_sq:.4f}")
print(f"mean square axial flight, disc, sq.   {axial_disc:.4f} {axial_sq:.4f}")
print(f"prefactor 3 pi^2/32                   {3*pi**2/32:.5f}")
print(f"<s^2>/<s>^2 disc                      {spread_disc:.4f}")
for name in spread:
    print(f"{name}: <s^2>/<s>^2, Lam/(4V/S)".ljust(38)
          + f"{spread[name]:.3f} {rule_ratio[name]:.3f}")
print(f"4:1 rectangle: Lam/t, closed form     {lam_rectangle(4, 1):.4f}")
print(f"1000:1 ribbon: Lam/t, limit formula   {ribbon:.3f} {ribbon_limit:.3f}")
print(f"1000:1 ribbon: 4V/S over t            {ribbon_rule:.3f}")
print(f"1000:1 ribbon: Lam/(4V/S)             {ribbon/ribbon_rule:.3f}")
print(f"square: equal-area diameter / w       {2/np.sqrt(pi):.4f}")
print(f"equal-area diameter above true Lam    "
      f"{100*(2/np.sqrt(pi)/lam_square-1):.2f} %")
print("EXAMPLE (rough silicon-like inputs)")
print(f"side, length                          {side*1e9:.0f} nm, {length*1e6:.0f} um")
print(f"temperature, sound speed              {temperature:.0f} K, {speed:.0f} m/s")
print(f"heat capacity                         {heat_capacity:.1f} J/(m^3 K)")
print(f"Casimir length, true and 4V/S         {lam_true*1e9:.1f}, {side*1e9:.1f} nm")
print(f"kappa, true                           {kappa_true:.4f} W/(m K)")
print(f"kappa from 4V/S (also the disc)       {kappa_rule:.4f} W/(m K)")
print(f"conductance, true                     {conductance*1e12:.1f} pW/K")
print(f"conductance from 4V/S                 {conductance_rule*1e12:.1f} pW/K")
print(f"conductance, disc D = 100 nm          {conductance_disc*1e12:.1f} pW/K")
print("NEGLECTED EFFECTS")
print(f"end resistance / wire resistance      {100*end_effect:.2f} %")
print(f"assumed inner mean free path          {bulk_path*1e6:.0f} um")
print(f"loss of Lam by inner scattering       {100*inner_loss:.2f} %")
print(f"disc: gain at constant p = {p_test:.2f}       {p_gain:.4f}")
print(f"p that imitates the square's excess   {p_equal:.4f}")
print(f"peak phonon wavelength                {wavelength*1e9:.2f} nm")
print(f"rms roughness                         {roughness*1e9:.0f} nm")
print(f"specularity at normal incidence       {np.exp(-beta):.1e}")
print(f"grazing specularity gain, cut 100 um  {gain[bulk_path]:.2f}")
print(f"grazing specularity gain, cut 10 um   {gain[length]:.2f}")
print(f"zone-edge frequency assumed           {edge_frequency/1e12:.1f} THz")
print(f"dispersion, change of kappa           {100*dispersion:+.1f} %")
print(f"edge term in mode count, size         {100*edge_modes:.1f} %")
print(f"c11, c12, c44 assumed                 "
      f"{c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"density assumed                       {density:.0f} kg/m^3")
print(f"cubic crystal [100]: square Lam/w     {cub_sq:.2f}")
print(f"cubic crystal [100]: disc Lam/D       {cub_disc:.2f}")
print(f"cubic crystal [100]: square/disc      {cub_sq/cub_disc:.2f}")
print("no test failed")
```

Output:

```
SHAPE (lengths in units of side w or diameter D)
disc: Lam/D, ray average              1.0000
square: Lam/w, ray average            1.1149
square: Lam/w, closed form            1.11495
true length above 4V/S                11.50 %
4V/S below true length                10.31 %
mean flight, disc and square          1.0000 1.0000
mean square axial flight, disc, sq.   0.6667 0.7433
prefactor 3 pi^2/32                   0.92528
<s^2>/<s>^2 disc                      1.0808
square: <s^2>/<s>^2, Lam/(4V/S)       1.205 1.115
4:1 rectangle: <s^2>/<s>^2, Lam/(4V/S)1.348 1.247
triangle: <s^2>/<s>^2, Lam/(4V/S)     1.336 1.237
4:1 rectangle: Lam/t, closed form     1.9951
1000:1 ribbon: Lam/t, limit formula   6.076 6.076
1000:1 ribbon: 4V/S over t            1.998
1000:1 ribbon: Lam/(4V/S)             3.041
square: equal-area diameter / w       1.1284
equal-area diameter above true Lam    1.20 %
EXAMPLE (rough silicon-like inputs)
side, length                          100 nm, 10 um
temperature, sound speed              10 K, 6000 m/s
heat capacity                         566.3 J/(m^3 K)
Casimir length, true and 4V/S         111.5, 100.0 nm
kappa, true                           0.1263 W/(m K)
kappa from 4V/S (also the disc)       0.1133 W/(m K)
conductance, true                     126.3 pW/K
conductance from 4V/S                 113.3 pW/K
conductance, disc D = 100 nm          88.9 pW/K
NEGLECTED EFFECTS
end resistance / wire resistance      1.49 %
assumed inner mean free path          100 um
loss of Lam by inner scattering       0.30 %
disc: gain at constant p = 0.05       1.1053
p that imitates the square's excess   0.0544
peak phonon wavelength                7.52 nm
rms roughness                         3 nm
specularity at normal incidence       1.2e-11
grazing specularity gain, cut 100 um  5.12
grazing specularity gain, cut 10 um   2.53
zone-edge frequency assumed           4.5 THz
dispersion, change of kappa           +2.2 %
edge term in mode count, size         4.8 %
c11, c12, c44 assumed                 166, 64, 80 GPa
density assumed                       2330 kg/m^3
cubic crystal [100]: square Lam/w     1.91
cubic crystal [100]: disc Lam/D       1.70
cubic crystal [100]: square/disc      1.12
no test failed
```
